When do negatively charged shallow donors in silicon lose their extra electron?

**Problem**

A neutral phosphorus donor in silicon, D⁰, can hold a second electron and become the negative centre D⁻. The second electron is bound by only about E = 1.7 meV. A lightly doped crystal has N = 10¹⁵ donors per cm³. Light or injection has supplied a few extra electrons, n_ex = 10¹¹ cm⁻³, which may sit on neutral donors or move in the conduction band.

(a) Estimate the temperature at which half of the extra electrons are free, and compare it with E/k.
(b) How sharp is the loss, and how does it depend on N and E?
(c) Which neglected effect could change the estimate most?
(d) Would D⁻ centres be present without the outside supply?

Use rough silicon values: transverse and longitudinal masses 0.19 and 0.92 electron masses, relative permittivity ε = 11.4, and 45 meV for the binding of the ordinary donor electron.

**What is assumed**

The algebra is in atomic units, ħ = m_e = e = 1, and k is Boltzmann's constant. Energies are measured from the conduction-band edge. Energies are quoted in meV, lengths in nm and densities in cm⁻³.

The positive charges that balance the extra electrons are trapped at other centres, spread through the same volume, and recombine slowly. The crystal is thus neutral on average, without a large space-charge field. It is assumed that electrons reach equilibrium between the band and the neutral donors before they disappear. This is a condition on time scales, not a true equilibrium: a positive centre itself binds a free electron by tens of meV and will eventually capture it. They share the lattice temperature T, and the sample is screened from room-temperature radiation, which contains many photons of more than 1.7 meV. Donors are treated as isolated, and the electron gas is dilute. Nearly all donors are taken to be neutral. An ionised donor binds an electron by 45 meV, so any ionised donors left by acceptors would have to be filled first; n_ex counts only the electrons that remain after that.

**Why the binding is so small**

In the simplest effective-mass model, D⁻ is a hydrogen anion with mass m and with all Coulomb forces divided by ε. Put r = (ε/m)ρ. The kinetic energy, −∇²/(2m), acquires the factor

(1/m)(m/ε)² = m/ε²,

and the Coulomb terms, 1/(εr), acquire

(1/ε)(m/ε) = m/ε².

The factors agree, so every energy of the hydrogen problem is multiplied by m/ε²:

E ≈ A_H m/ε²,

where A_H is the electron affinity of hydrogen.

A full configuration-interaction calculation with s, p and d functions gives A_H = 0.0273 hartree. It leaves out higher angular functions and the rest of the infinite basis; the converged value is 0.02775 hartree, about 2% larger. Restricted Hartree–Fock, which puts both electrons in one orbital, gives −0.0121 hartree in the same basis: no binding. The second electron is held only when the two electrons can avoid each other better than that description allows.

For m take the conductivity mass, 3/(2/0.19 + 1/0.92) = 0.258. The scaled binding is then 1.48 meV, or 1.50 meV with the converged A_H. This isotropic model omits the mass anisotropy, the coupling between valleys and the donor's core potential. It supports the size of the given 1.7 meV, which remains the input below.

**Solution (a): the balance between donors and band**

First count the band states. Silicon has six equivalent valleys. In one of them, with wavevector q measured from the minimum, the energy is

ε_q = (q_x² + q_y²)/(2m_t) + q_z²/(2m_l).

The sum of Boltzmann factors per unit volume and per spin is

(2π)⁻³ ∫ exp(−ε_q/kT) d³q.

Each direction gives a Gaussian integral (2πm_i kT)^(1/2), so the product is

(2π)⁻³ (2πkT)^(3/2) (m_t² m_l)^(1/2) = (m_d kT/2π)^(3/2),

with m_d = (m_t² m_l)^(1/3) = 0.321. Six valleys and two spins give the effective density of states

N_c(T) = 12 (m_d kT/2π)^(3/2).

For a dilute gas with chemical potential μ, the free-electron density is

n = N_c exp(μ/kT).

Now consider one donor. Let E_D be the binding energy of its ordinary electron. The neutral donor has energy −E_D and g₀ states; the negative donor has energy −(E_D + E) and g₋ states. Their grand-canonical weights are

w₀ = g₀ exp[(μ + E_D)/kT],
w₋ = g₋ exp[(2μ + E_D + E)/kT].

In the ratio E_D cancels:

N₋/N₀ = w₋/w₀ = (g₋/g₀) exp[(μ + E)/kT].

Replace exp(μ/kT) by n/N_c and rearrange:

n N₀/N₋ = n₁(T), n₁(T) = (g₀/g₋) N_c(T) exp(−E/kT).

This is a law of mass action for D⁻ ⇌ D⁰ + free electron. The density n₁ compares the number of ways to be free with the Boltzmann cost of leaving.

The ground state of the neutral donor uses the symmetric combination of the six valleys and has two spin states, so g₀ = 2. The other combinations lie higher by roughly 10 meV, far above kT at a few kelvin. If both electrons of D⁻ occupy the symmetric combination, the Pauli principle leaves one spin singlet, so g₋ = 1. Part (c) examines this choice.

The extra electrons are conserved:

n + N₋ = n_ex.

The neutral donors number N₀ = N − N₋. When half of the extra electrons are free, n = N₋ = n_ex/2, and the law of mass action becomes

n₁(T_half) = N − n_ex/2.

Here n_ex/N = 10⁻⁴, so the correction is negligible and the condition is

n₁(T_half) = N.

An escaped electron can be caught by any neutral donor, not just by the one it left. This is why N, and not n_ex, sets the temperature.

To solve the equation, put x = E/(kT), so that T = (E/k)/x. Since N_c is proportional to T^(3/2),

N_c(T) = N_c(E/k) x^(−3/2).

The condition becomes (g₀/g₋) N_c(E/k) x^(−3/2) exp(−x) = N, or

x^(3/2) exp(x) = A, A = (g₀/g₋) N_c(E/k)/N.

For 1.7 meV, E/k = 19.73 K, and N_c at that temperature is 4.627 × 10¹⁷ cm⁻³. Hence

A = 2 × 4.627 × 10¹⁷/10¹⁵ = 925.4, ln A = 6.830.

Taking the logarithm of the equation gives a form suited to iteration:

x = ln A − (3/2) ln x.

Starting from x = 6.830, successive values are 3.948, 4.770, 4.487, 4.579, 4.548 and 4.558. They alternate because the derivative of the right-hand side, −3/(2x), is negative; its size near the solution is about 0.33, so each error is about a third of the previous one. The limit is x = 4.556. Therefore

T_half = 19.73 K/4.556 = 4.33 K.

The same root can be written in closed form. Raise the equation to the power 2/3 and multiply by 2/3:

(2x/3) exp(2x/3) = (2/3) A^(2/3).

The Lambert function W is defined by W(y) exp[W(y)] = y, so

x = (3/2) W[(2/3) A^(2/3)].

The estimate is thus a little over 4 K, less than a quarter of E/k. At 4.33 K the thermal energy is 0.373 meV, well below the binding energy. The electrons nevertheless leave, because N_c = 4.8 × 10¹⁶ cm⁻³ offers many more band states than there are donors.

**Solution (b): width and trends**

Let f = n/n_ex be the free fraction. With N₀ ≈ N, mass action gives

f/(1 − f) = n/N₋ = n₁/N, hence f = n₁/(N + n₁).

Ten per cent are free when n₁ = N/9, at 3.14 K. Ninety per cent are free when n₁ = 9N, at 6.60 K. The loss is a gradual crossover over about a factor of two in temperature. At T = E/k, only about 0.3% of the extra electrons would still be bound in this model.

The width follows from the slope of n₁. Since

ln n₁ = constant + (3/2) ln T − E/(kT),

differentiation at fixed E gives

d ln n₁/d ln T = 3/2 + x.

At T_half this is 6.06. Between the 10% and 90% points n₁ grows by a factor 81, so the temperature ratio should be near exp(ln 81/6.06) ≈ 2.1. The two temperatures above give 6.60/3.14 ≈ 2.1.

For the trends, keep n₁ = N while N and E change:

d ln N = (3/2 + x) d ln T − x d ln E.

At fixed E, and at fixed N, respectively,

d ln T/d ln N = 1/(x + 3/2) ≈ 0.17,
d ln T/d ln E = x/(x + 3/2) ≈ 0.75.

A 10% change in binding energy therefore moves T_half by about 7.5%, while a 10% change in donor density moves it by less than 2%. The table shows larger changes.

| N (cm⁻³) | E (meV) | g₋ | T_half (K) |
|---|---|---|---|
| 10¹³ | 1.7 | 1 | 2.39 |
| 10¹⁴ | 1.7 | 1 | 3.10 |
| 10¹⁵ | 1.7 | 1 | 4.33 |
| 10¹⁶ | 1.7 | 1 | 6.76 |
| 10¹⁵ | 1.5 | 1 | 3.94 |
| 10¹⁵ | 2.0 | 1 | 4.90 |
| 10¹⁵ | 1.7 | 21 | 8.07 |

All rows assume n_ex much smaller than N. More donors raise T_half because a free electron finds more places to be caught.

**When would E/k be the right answer?**

Setting T_half = E/k means x = 1. For g₋ = 1 the required donor density is

N = n₁(E/k) = 2 × 4.627 × 10¹⁷ × exp(−1) ≈ 3.4 × 10¹⁷ cm⁻³.

To see whether isolated D⁻ centres make sense there, consider the outer electron far from its donor. The core it leaves behind is neutral, so at large distance its radial function u = rψ obeys the free equation

−u″/(2m) = −E u.

The decaying solution is u = exp(−r/ℓ), with

ℓ = 1/√(2mE) = 9.3 nm

for m = 0.258. At N = 3.4 × 10¹⁷ cm⁻³, a sphere containing one donor on average has a radius of 8.9 nm. The orbital of a D⁻ would overlap the neighbouring donors strongly, so with g₋ = 1 the isolated-donor model has failed before E/k becomes its answer.

In the example the sphere radius is 62 nm, and exp(−62/9.3) is about 10⁻³. Typical neighbours are well separated, although donors placed at random also include some closer pairs. At 10¹⁶ cm⁻³ the radius is only about three tail lengths, so that row of the table is less secure.

**Solution (c): the largest uncertainty for isolated donors**

The choice g₋ = 1 admits one D⁻ state. The second electron might also be bound in one of the other valley combinations. Six combinations and two spins make 12 spin–valley states. If the orbital part of the two-electron state is symmetric under exchange, the spin–valley part must be antisymmetric, and each pair of different spin–valley states supplies one such state. There are

12 × 11/2 = 66

pairs. Of these, 10 × 9/2 = 45 have neither electron in the symmetric valley combination; they are left out as too high in energy. The remaining number is

66 − 45 = 21.

If state j has binding energy E_j ≤ E, the number g₋ is replaced by

g_eff = Σ_j exp[−(E − E_j)/kT].

Each term is at most 1, so g_eff cannot exceed 21 within this set of states. At that limit A falls to 925.4/21 ≈ 44, the root falls to x ≈ 2.4, and T_half rises to 8.07 K. The value 8 K is an upper bound for the stated E, N and set of states. It would be reached only if all 21 states were bound equally. With the valley structure left open, the estimate is 4 to 8 K, and the 10% and 90% points move upward with it.

Two other effects are smaller in the example:

- **Charged centres.** At a density of 10¹¹ cm⁻³, the Coulomb energy at their typical spacing is 0.095 meV. Shifting E by this amount in either direction moves T_half to 4.15 or 4.51 K. This understates the effect of the positive centres: the donors nearest to one lie about 60 nm away, where the attraction is about 2 meV, more than E. A rough estimate for randomly placed donors puts about a tenth of the extra electrons in such pairs at the half-way point and about a third at the 10% point. It raises T_half to about 4.5 to 4.6 K and the 10% point to about 3.35 K.
- **Degeneracy of the gas.** At T_half the free density is about 10⁻⁶ of N_c, so Boltzmann statistics are adequate.

Close pairs of donors lie outside the isolated-donor model and are not estimated here. If some of them bind an extra electron more strongly, they could matter even when rare, because the extra electrons are far fewer than the donors.

An electric field F opens another way out, by tunnelling. The electron faces a triangular barrier of height E and width E/F. The exponent of the tunnelling probability is

2 ∫₀^(E/F) √[2m(E − Fs)] ds = (4/3) √(2m) E^(3/2)/F = (4/3) E/(Fℓ).

The characteristic field E/ℓ is 1825 V/cm. At 100 V/cm the exponent is therefore (4/3) × 18.25 ≈ 24, and tunnelling is strongly suppressed. With the transverse mass along the field the exponent is about 21, which does not change this conclusion. Heating is the more serious limit. At a few kelvin, a field of 100 V/cm drives the free electrons far above the lattice temperature, and fast electrons can knock the second electron off a D⁻. The estimate therefore applies only when the field is too weak to heat the electrons noticeably. At these temperatures even 1 V/cm can be too much.

**Solution (d): the crystal in the dark**

Without an outside supply, a D⁻ must take its electron from another donor:

2 D⁰ → D⁺ + D⁻.

This costs E_D and returns E, so the net cost is

U = E_D − E = 45.0 − 1.7 = 43.3 meV.

The ionised donor has one state of energy zero and weight w₊ = 1. Multiplying the weights removes μ:

N₊N₋/N₀² = w₊w₋/w₀² = (g₋/g₀²) exp(−U/kT) = (1/4) exp(−U/kT).

In a crystal with no acceptors, neutrality requires N₊ = N₋ + n. At T_half we have n₁ = N ≈ N₀, so mass action gives n = N₋ and hence N₊ = 2N₋. Substitution yields

2(N₋/N₀)² = (1/4) exp(−U/kT),

N₋/N₀ = exp(−U/2kT)/(2√2) ≈ 2 × 10⁻²⁶.

With 10¹⁵ donors per cm³, this means no D⁻ centres at all in any real sample at this temperature. In a warmer crystal without acceptors, thermally ionised donors supply electrons, and the same balance gives about 10⁸ D⁻ per cm³ at 20 K and a maximum of about 4 × 10¹⁰ near 50 to 60 K. Acceptors would add ionised donors and, through the product N₊N₋, reduce N₋ further. The temperature found in (a) therefore describes the fate of electrons that have been supplied, not a dark equilibrium population.

**Is there time to reach the balance?**

Let c be the coefficient for capture of a free electron by a neutral donor, and e₋ the emission rate of one D⁻. Then

dn/dt = e₋N₋ − c n N₀.

In equilibrium the two terms cancel, so e₋ = c n N₀/N₋ = c n₁. With N₋ = n_ex − n and N₀ ≈ N,

dn/dt = c n₁ n_ex − c(N + n₁)n.

The free density approaches its final value with the time constant

τ = 1/[c(N + n₁)],

which equals 1/(2cN) at T_half.

A geometric guess for c is the area πℓ² times the mean thermal speed, or 6.9 × 10⁻⁶ cm³/s. It gives τ ≈ 0.07 ns. Capture also requires the electron to give up energy, so this guess may be far too large; a coefficient a thousand times smaller gives 72 ns. The balance applies if recombination and the measurement are slower than τ. Capture of free electrons by the positive centres is the competing process: rough cascade-capture cross-sections of 10⁻¹¹ to 2 × 10⁻¹⁰ cm² give about 400 to 20 ns at 10¹¹ centres per cm³, so the condition holds for the fast estimate of τ but not safely for the slow one.

It also describes a population in constant exchange. At T_half an individual D⁻ keeps its electron for a mean time 1/(c n₁) = 2τ, while other donors capture free electrons at the same total rate. If a field swept the freed electrons away before recapture, the population would decay even below T_half, and the loss temperature would depend on how long one waited.

A different limit arises if a source holds the free density n fixed. Mass action then gives N₋/N₀ = n/n₁, and half of the donors are negative when n₁ = n. This condition ignores the Coulomb energy of the charged donors, so it gives no reliable temperature for the present crystal. The Coulomb energy at the typical spacing grows as the cube root of the density of charges: from 0.095 meV at 10¹¹ cm⁻³ it rises to about 1.6 meV at 5 × 10¹⁴ cm⁻³, when half of the donors are charged. That is nearly as large as E.

**Reading the estimate for real silicon**

A donor density of 10¹⁵ cm⁻³ is ordinary light doping, but ordinary silicon also contains acceptors, often more than 10¹¹ per cm³. The estimate applies only if the light or injection has first neutralised the donors that these acceptors ionised. For g₋ = 1, the model places a sample in liquid helium, at about 4.2 K, close to the half-way point, with slightly more than half of the extra electrons still bound. Cooling to 3 K would leave more than 90% bound. Additional bound valley states would favour D⁻ at both temperatures. Donors near a gate or an interface do not meet the assumption of an isolated centre in bulk silicon, and their binding energy may differ. At fixed N and g₋ = 1, a change from 1.7 to 2.0 meV would move T_half from 4.33 to 4.90 K. The values used here are collected in the numerical output below.

Table of computed values

```
binding energy E: 1.70 meV
ordinary donor binding: 45.0 meV
masses mt, ml: 0.19, 0.92 electron masses
density-of-states mass per valley: 0.321 electron masses
conductivity mass: 0.258 electron masses
relative permittivity: 11.4
donor density N: 1.0e+15 cm^-3
extra-electron density: 1.0e+11 cm^-3
H- affinity, Hartree-Fock: -0.0121 hartree
H- affinity, full CI (s,p,d): 0.0273 hartree
scaled D- binding: 1.48 meV
states g0, g-, upper bound of g-: 2, 1, 21
naive temperature E/k: 19.73 K
Nc at E/k: 4.627e+17 cm^-3
A: 925.4; ln A: 6.830
iterates of x: 6.830 3.948 4.770 4.487 4.579 4.548 4.558
converged x = E/kT: 4.556
T_half: 4.33 K
kT at T_half: 0.373 meV
Nc at T_half: 4.759e+16 cm^-3
10% free at: 3.14 K
90% free at: 6.60 K
fraction still bound at E/k: 2.93e-03
T_half for N = 1e+13 cm^-3: 2.39 K
T_half for N = 1e+14 cm^-3: 3.10 K
T_half for N = 1e+15 cm^-3: 4.33 K
T_half for N = 1e+16 cm^-3: 6.76 K
T_half for E = 1.5 meV: 3.94 K
T_half for E = 2.0 meV: 4.90 K
T_half with g- at upper bound: 8.07 K
N needed for T_half = E/k: 3.40e+17 cm^-3
donor sphere radius at that N: 8.9 nm
D- tail length: 9.3 nm
donor sphere radius in example: 62.0 nm
tail factor at that radius: 1.3e-03
dark equilibrium cost U: 43.3 meV
dark D-/D0 at T_half: 2.2e-26
free electrons / Nc at T_half: 1.1e-06
Coulomb energy of charged centres: 0.095 meV
T_half if E is lower by this: 4.15 K
T_half if E is higher by this: 4.51 K
geometric capture coefficient: 6.9e-06 cm^3/s
relaxation time, geometric: 7.21e-02 ns
relaxation time, 1000x slower capture: 7.21e+01 ns
applied field considered: 100 V/cm
tunnelling exponent in that field: 24.3
field E/(e tail): 1825 V/cm
```
